# Why the Gauge Parameter of QED Renormalizes as the Photon Field: a numerical check

```python
# Result under test: in QED with gauge-fixing term (div A)^2/(2 xi0), the
# longitudinal part of the exact bare photon propagator is the free one, so
# the renormalized gauge parameter xi obeys xi0 = Z3 xi.
# Symbols: e0, xi0 bare coupling and gauge parameter; e, xi renormalized ones;
# Z3 photon field renormalization; m fermion mass (= 1, unit of mass);
# M Pauli-Villars mass; P(k2) one-loop vacuum polarization divided by e0^2,
# at Euclidean squared momentum k2. Natural units, hbar = c = 1.
import itertools
import numpy as np

# ---- Minkowski propagator: numerical inverse against the tensor formula ----
metric = np.diag([1.0, -1.0, -1.0, -1.0])
k_up = np.array([1.7, 0.3, -0.5, 0.8])
k_low = metric @ k_up
k_sq = k_up @ k_low
for pol in (0.0, 0.3):
    for gauge in (0.4, 1.0, 2.5):
        kk = np.outer(k_low, k_low)
        kernel = -k_sq * metric + (1 - 1 / gauge) * kk
        kernel = kernel - pol * (k_sq * metric - kk)
        prop = 1j * np.linalg.inv(kernel)
        kk_up = np.outer(k_up, k_up) / k_sq
        formula = -1j / k_sq * ((metric - kk_up) / (1 + pol) + gauge * kk_up)
        assert np.allclose(prop, formula, atol=1e-11)
        assert np.allclose(k_low @ prop, -1j * gauge * k_up / k_sq, atol=1e-11)

# ---- Non-perturbative test: one plaquette, four links, dynamical fermions ----
links = [(0, 1), (2, 3), (0, 2), (1, 3)]       # (tail site, head site)
stagger = [1.0, 1.0, 1.0, -1.0]                # staggered-fermion signs
circulation = np.array([1.0, -1.0, -1.0, 1.0])  # flux F = circulation . A
gradient = np.zeros((4, 4))
for number, (tail, head) in enumerate(links):
    gradient[number, head] = 1.0
    gradient[number, tail] = -1.0
lattice_e, lattice_mass = 1.0, 0.2

nodes, weights = np.polynomial.hermite_e.hermegauss(14)
normal_points = np.array(list(itertools.product(nodes, repeat=4)))
normal_weights = np.prod(np.array(list(itertools.product(weights, repeat=4))), axis=1)


def link_covariance(gauge, compact_coupling=True):
    """<A A^T> from integration over all links with the fermion determinant."""
    quadratic = np.outer(circulation, circulation) + gradient @ gradient.T / gauge
    field = normal_points @ np.linalg.cholesky(np.linalg.inv(quadratic)).T
    if compact_coupling:
        transport = np.exp(1j * lattice_e * field)
    else:
        transport = 1 + 1j * lattice_e * field
    dirac = np.zeros((len(field), 4, 4), complex)
    dirac[:, range(4), range(4)] = lattice_mass
    for number, (tail, head) in enumerate(links):
        hop = 0.5 * stagger[number] * transport[:, number]
        dirac[:, tail, head] = hop
        dirac[:, head, tail] = -hop.conj()
    determinant = np.linalg.det(dirac)
    assert np.max(np.abs(determinant.imag)) < 1e-8 * np.max(np.abs(determinant))
    measure = normal_weights * determinant.real
    return (field * measure[:, None]).T @ field / measure.sum()


print("Plaquette model: e =", lattice_e, ", fermion mass =", lattice_mass, "(lattice units)")
flux_variances = []
for gauge in (0.5, 1.0, 3.0):
    cov = link_covariance(gauge)
    expected = gauge * np.linalg.pinv(gradient.T @ gradient) @ gradient.T
    assert np.allclose(gradient.T @ cov, expected, atol=1e-8)
    div_sq = np.trace(gradient.T @ cov @ gradient)
    flux_sq = circulation @ cov @ circulation
    flux_variances.append(flux_sq)
    print(f"  xi0={gauge:.1f}: <sum (div A)^2>={div_sq:.6f}, 3 xi0={3*gauge:.1f}, <F^2>={flux_sq:.6f}")
assert np.ptp(flux_variances) < 1e-8
assert abs(flux_variances[0] - 1) > 0.1        # matter does change this part
broken = link_covariance(1.0, compact_coupling=False)
broken_div = np.trace(gradient.T @ broken @ gradient)
assert abs(broken_div - 3) > 0.1
print(f"  coupling 1+ieA (not gauge invariant), xi0=1.0: <sum (div A)^2>={broken_div:.6f}")

# ---- One-loop vacuum polarization in the continuum ----
x_nodes, x_weights = np.polynomial.legendre.leggauss(400)
x_nodes, x_weights = 0.5 * (x_nodes + 1), 0.5 * x_weights


def regulators(M):
    return [(1.0, 1.0), (-2.0, M**2), (1.0, 2 * M**2 - 1.0)]


def P(k2, M):
    """Feynman-parameter formula for the polarization divided by e0^2."""
    xx = x_nodes * (1 - x_nodes)
    logs = sum(c * np.log(mass2 + xx * k2) for c, mass2 in regulators(M))
    return -np.sum(x_weights * xx * logs) / (2 * np.pi**2)


def loop_tensor(k2, species, p_max):
    """Longitudinal and transverse parts of the loop tensor divided by e0^2,
    by direct integration over Euclidean loop momentum."""
    t, wt = np.polynomial.legendre.leggauss(500)
    low, high = np.log(1e-4), np.log(p_max)
    p = np.exp(0.5 * (high - low) * t + 0.5 * (high + low))[:, None]
    wp = (0.5 * (high - low) * wt)[:, None] * p**4
    n_angle = 60
    angle = np.arange(1, n_angle + 1) * np.pi / (n_angle + 1)
    u = np.cos(angle)[None, :]
    wu = (np.pi / (n_angle + 1) * np.sin(angle)**2)[None, :]
    k = np.sqrt(k2)
    dot = p**2 - k2 / 4
    along = (p * u)**2 - k2 / 4
    longitudinal, trace = 0.0, 0.0
    for c, mass2 in species:
        denominator = (p**2 + k2 / 4 + mass2)**2 - (p * k * u)**2
        longitudinal = longitudinal + c * (mass2 + dot - 2 * along) / denominator
        trace = trace + c * (4 * mass2 + 2 * dot) / denominator
    factor = -4 * 4 * np.pi / (2 * np.pi)**4
    part_l = factor * np.sum(wp * wu * longitudinal)
    part_t = (factor * np.sum(wp * wu * trace) - part_l) / 3
    return part_l, part_t


print("One-loop tensor / e0^2, Pauli-Villars M = 10 m (units m^2):")
for k2 in (0.25, 4.0):
    part_l, part_t = loop_tensor(k2, regulators(10.0), 1e5)
    assert abs(part_l) < 1e-6                  # tail and rounding of the integral
    assert abs(part_t - k2 * P(k2, 10.0)) < 1e-6
    print(f"  k2={k2:.2f} m^2: |longitudinal| below 1e-6: {abs(part_l) < 1e-6},"
          f" transverse={part_t:.6f}, k2*P={k2*P(k2, 10.0):.6f}")
sharp_l, sharp_t = loop_tensor(4.0, [(1.0, 1.0)], 10.0)
assert abs(sharp_l) > 0.1
print(f"  sharp cutoff 10 m, k2=4.00 m^2: longitudinal={sharp_l:.4f} m^2")

# ---- Renormalization at fixed e^2 and xi ----
e2, xi, k2 = 1.0, 1.0, 4.0
print(f"Inputs: e^2={e2}, xi={xi}, Euclidean k2={k2} m^2 (pure numbers below)")
transverse_factors, bare = [], {}
for M in (10.0, 100.0, 1000.0):
    Z3 = 1 - e2 * P(0.0, M)
    e02, xi0 = e2 / Z3, Z3 * xi
    assert abs(Z3 - 1 / (1 + e02 * P(0.0, M))) < 1e-12
    factor_t = 1 / (Z3 * (1 + e02 * P(k2, M)))
    transverse_factors.append(factor_t)
    bare[M] = (Z3, e02, xi0)
    print(f"  M/m={M:.0f}: P(0)={P(0.0, M):.6f}, Z3={Z3:.6f}, e0^2={e02:.6f}, xi0={xi0:.6f}")
    print(f"     renormalized transverse factor={factor_t:.6f}; xi if xi0 held at 1: {1/Z3:.6f}")
assert abs(transverse_factors[2] - transverse_factors[1]) < 1e-5

# Invert the full 4x4 inverse propagator built from the integrated loop tensor.
Z3, e02, xi0 = bare[10.0]
direction = np.array([1.0, 2.0, 3.0, -1.0]) / np.sqrt(15.0)
proj_l = np.outer(direction, direction)
proj_t = np.eye(4) - proj_l


def renormalized_parts(part_l, part_t):
    inverse = k2 * proj_t + k2 / xi0 * proj_l + e02 * (part_l * proj_l + part_t * proj_t)
    full = k2 * np.linalg.inv(inverse) / Z3
    along_k = direction @ full @ direction
    return along_k, (np.trace(full) - along_k) / 3


full_l, full_t = renormalized_parts(*loop_tensor(k2, regulators(10.0), 1e5))
assert abs(full_l - xi) < 1e-5
assert abs(full_t - transverse_factors[0]) < 1e-5
sharp_full_l, _ = renormalized_parts(sharp_l, sharp_t)
assert abs(sharp_full_l - xi) > 0.05
print(f"Inverted 4x4 matrix, M=10 m: k2*D_ren longitudinal={full_l:.5f}, transverse={full_t:.5f}")
print(f"  same with sharp-cutoff tensor: longitudinal={sharp_full_l:.5f}")

# ---- Running gauge parameter, field normalized at Euclidean k2 = mu^2 ----
M_run = 1e5
Z3_run = 1 - e2 * P(0.0, M_run)
e02_run, xi0_run = e2 / Z3_run, Z3_run * xi


def running(mu):
    dressing = 1 + e02_run * P(mu**2, M_run)
    return e02_run / dressing, xi0_run * dressing


print("Running with M = 1e5 m:")
for mu in (0.0, 10.0, 100.0, 1000.0):
    e2_mu, xi_mu = running(mu)
    print(f"  mu/m={mu:.0f}: e^2={e2_mu:.6f}, xi={xi_mu:.6f}, product={e2_mu*xi_mu:.6f}")
step = 0.05
e2_mu, xi_mu = running(100.0)
slope = (running(100 * np.exp(step))[1] - running(100 * np.exp(-step))[1]) / (2 * step)
predicted = -xi_mu * e2_mu / (6 * np.pi**2)
assert abs(slope / predicted - 1) < 2e-3       # corrections of order m^2/mu^2
print(f"  d xi/d ln mu at mu=100 m: numerical={slope:.6f}, formula={predicted:.6f}")
print("all good")
```

Running it gives:

```
Plaquette model: e = 1.0 , fermion mass = 0.2 (lattice units)
  xi0=0.5: <sum (div A)^2>=1.500000, 3 xi0=1.5, <F^2>=0.687247
  xi0=1.0: <sum (div A)^2>=3.000000, 3 xi0=3.0, <F^2>=0.687247
  xi0=3.0: <sum (div A)^2>=9.000000, 3 xi0=9.0, <F^2>=0.687247
  coupling 1+ieA (not gauge invariant), xi0=1.0: <sum (div A)^2>=3.947724
One-loop tensor / e0^2, Pauli-Villars M = 10 m (units m^2):
  k2=0.25 m^2: |longitudinal| below 1e-6: True, transverse=0.008167, k2*P=0.008167
  k2=4.00 m^2: |longitudinal| below 1e-6: True, transverse=0.113114, k2*P=0.113114
  sharp cutoff 10 m, k2=4.00 m^2: longitudinal=-1.2498 m^2
Inputs: e^2=1.0, xi=1.0, Euclidean k2=4.0 m^2 (pure numbers below)
  M/m=10: P(0)=0.033073, Z3=0.966927, e0^2=1.034204, xi0=0.966927
     renormalized transverse factor=1.004818; xi if xi0 held at 1: 1.034204
  M/m=100: P(0)=0.071915, Z3=0.928085, e0^2=1.077487, xi0=0.928085
     renormalized transverse factor=1.004918; xi if xi0 held at 1: 1.077487
  M/m=1000: P(0)=0.110798, Z3=0.889202, e0^2=1.124604, xi0=0.889202
     renormalized transverse factor=1.004919; xi if xi0 held at 1: 1.124604
Inverted 4x4 matrix, M=10 m: k2*D_ren longitudinal=1.00000, transverse=1.00482
  same with sharp-cutoff tensor: longitudinal=1.45442
Running with M = 1e5 m:
  mu/m=0: e^2=1.000000, xi=1.000000, product=1.000000
  mu/m=10: e^2=1.025948, xi=0.974708, product=1.000000
  mu/m=100: e^2=1.068033, xi=0.936300, product=1.000000
  mu/m=1000: e^2=1.114303, xi=0.897422, product=1.000000
  d xi/d ln mu at mu=100 m: numerical=-0.016877, formula=-0.016887
all good
```
